The Stillinger-Lovett condition from perfect screening, with a Debye-Hückel check

Take a dilute salt solution with n positive ions of charge q and n negative ions of charge −q per unit volume, in a solvent of permittivity ε at temperature T. Embed in it a weak, fixed external charge density that varies as a plane wave of wavenumber k. In linear mean-field theory each ion density follows the Boltzmann factor of the total potential φ, expanded to first order, so the two species become n(1 − qφ/kT) and n(1 + qφ/kT). The induced charge density is therefore

ρ_ind = −(2nq²/kT) φ = −εκ² φ, with κ² = 2nq²/(εkT).

For a plane wave Poisson's equation reads εk²φ = ρ_ext + ρ_ind. Substituting φ = −ρ_ind/(εκ²) gives −(k²/κ²) ρ_ind = ρ_ext + ρ_ind, so that

ρ_ind/ρ_ext = −κ²/(k² + κ²).

As the wavelength grows, the ratio tends to −1: the ions cancel the external charge completely.

Now look at the cloud around one ion of the same solution, with charge q at the origin. Away from the origin Poisson's equation is ∇²φ = κ²φ, which for a spherical potential means (rφ)″ = κ²(rφ). The solution that vanishes far away and becomes the bare Coulomb potential near the ion is

φ = q exp(−κr)/(4πεr).

The cloud has charge density −εκ²φ = −qκ² exp(−κr)/(4πr). With the volume element 4πr²dr, its total charge is −qκ²∫₀^∞ r exp(−κr) dr = −q, and its second moment is

−qκ² ∫₀^∞ r³ exp(−κr) dr = −qκ² · 6/κ⁴ = −6q/κ².

Multiply this by the charge of the central ion and add over all 2n ions per unit volume. Negative ions contribute the same amount, because both factors change sign. The result is −12nq²/κ² = −6εkT. The concentration has cancelled. What remains is fixed by the solvent and the temperature, and the following argument derives the same value from perfect screening, without mean-field theory.

Consider a homogeneous, isotropic, classical fluid of ions with number densities n_i and charges q_i, neutral overall, so that Σ n_i q_i = 0. The solvent is a continuum of permittivity ε. Let g_ij(r) be the pair distribution function and h_ij = g_ij − 1 the pair correlation function. The microscopic charge density ρ̂(r) has zero mean and the correlation function

C(r) = ⟨ρ̂(r)ρ̂(0)⟩ = Σ_i n_i q_i² δ(r) + Σ_ij n_i n_j q_i q_j h_ij(r).

The first term pairs each ion with itself. The second would contain g_ij, but replacing it by h_ij changes nothing, since the difference is (Σ n_i q_i)² = 0.

An external charge density ρ_ext creates a potential φ_ext in the solvent and adds the energy W = ∫ ρ̂(r)φ_ext(r) d³r to each configuration. The mean charge density in its presence is

ρ_ind(r) = ⟨ρ̂(r) exp(−W/kT)⟩/⟨exp(−W/kT)⟩.

To first order in W the exponential is 1 − W/kT. The zeroth-order term is ⟨ρ̂⟩ = 0, and the correction from the denominator is proportional to ⟨ρ̂⟩ and vanishes too. Hence

ρ_ind(r) = −(1/kT) ∫ C(r − r′) φ_ext(r′) d³r′.

The potential here is that of the external charge alone, because the interactions among the ions are already contained in C. In the mean-field calculation above, by contrast, independent ions responded to the total potential.

With the convention f(k) = ∫ f(r) exp(−ik·r) d³r, the convolution becomes a product. Write S(k) for the transform of C. Poisson's equation for the external charge is εk²φ_ext(k) = ρ_ext(k), so

ρ_ind(k)/ρ_ext(k) = −S(k)/(εkT k²).

Perfect screening means that this ratio tends to −1 as k → 0. For a weak point charge Q it says that the induced charge adds up to −Q. It follows that

S(k) = εkT k² + o(k²),

where o(k²) denotes terms that vanish faster than k².

To turn this into a statement about pair correlations, average exp(−ik·r) over directions. With c the cosine of the angle between k and r,

½ ∫₋₁¹ exp(−ikrc) dc = sin(kr)/(kr) = 1 − k²r²/6 + … .

If the correlations decay fast enough for ∫ r²|h_ij| d³r to be finite, this expansion may be used inside the integral through order k²:

S(k) = Σ_i n_i q_i² + Σ_ij n_i n_j q_i q_j ∫ h_ij d³r − (k²/6) Σ_ij n_i n_j q_i q_j ∫ r² h_ij d³r + o(k²).

The constant part must vanish, which gives the zeroth-moment condition

Σ_ij n_i n_j q_i q_j ∫ h_ij d³r = −Σ_i n_i q_i².

The coefficient of k² must equal εkT, which gives the Stillinger-Lovett second-moment condition

Σ_ij n_i n_j q_i q_j ∫ r² h_ij(r) d³r = −6εkT.

The 6 is twice the number of dimensions: in d dimensions the directional average of (k·r)²/2 is k²r²/(2d), and the right-hand side becomes −2d εkT.

Perfect screening is a physical hypothesis, and neutrality cannot replace it. Suppose that the charges are bound in rigid pairs ±q a distance d apart, with n_p pairs per unit volume, random orientations and no interaction between pairs. Each pair contributes q²|1 − exp(−ik·d)|² to S, and the orientational average gives

S(k) = 2n_p q² [1 − sin(kd)/(kd)] → n_p q² d² k²/3.

The zeroth-moment condition holds, since S(0) = 0, but the screened fraction at long wavelength is n_p q²d²/(3εkT). The pairs polarize without conducting, and this fraction depends on their density and size. It is far below 1 when the pairs are dilute enough for their interactions to be neglected. The second-moment condition thus separates a fluid with free charges from this neutral dielectric.

A test beyond mean-field theory is the two-dimensional one-component plasma, whose correlations can be calculated exactly at a particular temperature. It consists of particles of charge q on a rigid, uniform, neutralizing background. In two dimensions a charge q has the potential −(q/2πε) ln r. Choose the temperature so that q²/(2πεkT) = 2, and the unit of length so that the density is 1/π. The background potential qr²/(4πε) then contributes the Boltzmann factor exp(−r²) for each particle, and each pair contributes the square of its separation. With positions written as complex numbers z_i, and a small test charge δq at the origin, the statistical weight is

∏_i |z_i|^(2δ) exp(−|z_i|²) ∏_{i<j} |z_i − z_j|².

The last product is the squared modulus of the determinant with entries z_i^m, m = 0, 1, 2, … . Powers with different m are orthogonal under a radial weight. Integrating over all particles but one therefore leaves a sum of normalized squares, as for independent fermions. In the limit of many particles, with x = r² and Γ the gamma function, the density n(r) obeys

πn = exp(−x) Σ_m x^(m+δ)/Γ(m+1+δ).

Differentiate with respect to x. The derivative of the sum reproduces the sum plus one extra term, x^(δ−1)/Γ(δ), and the reproduced sum cancels against the derivative of exp(−x). So d(πn)/dx = x^(δ−1) exp(−x)/Γ(δ). Far from the test charge the plasma is neutral and πn → 1. Integrating inwards, and using 1/Γ(δ) ≈ δ for small δ,

πn = 1 − δ ∫_x^∞ exp(−t)/t dt.

This first-order form fails only very close to the test charge, where δ ln x is not small, and that region holds a vanishing share of the total change as δ → 0. The area element is π dx, so the change in particle number is −δ ∫₀^∞ dx ∫_x^∞ exp(−t)/t dt. Exchanging the order of integration gives −δ ∫₀^∞ exp(−t) dt = −δ. The fractional charge is perfectly screened by particles of whole charge. In the limit of small δ, a fraction 0.668 of the screening charge lies within r = 0.7.

The pair correlation at δ = 0 comes from integrating over all particles but two. This leaves n²g = K(z,z)K(w,w) − |K(z,w)|², where

K(z,w) = (1/π) exp[−(|z|² + |w|²)/2] Σ_m (zw*)^m/m!.

The sum is exp(zw*), so |K(z,w)|² = exp(−|z−w|²)/π² and h(r) = −exp(−r²). The second moment of the charge correlation is

(q²/π²) ∫₀^∞ r² [−exp(−r²)] 2πr dr = −q²/π = −0.318 q².

The chosen temperature means εkT = q²/(4π), so the required value −4εkT is also −q²/π. The linear-response formula gives the whole screening profile as well. Here S(k) = (q²/π)[1 − exp(−k²/4)], and the screened fraction is

S(k)/(εkT k²) = 4[1 − exp(−k²/4)]/k² = ∫₀¹ exp(−sk²/4) ds.

Its inverse transform is (1/π)∫₀¹ exp(−r²/s) ds/s, and the substitution t = r²/s turns this into (1/π)∫_x^∞ exp(−t)/t dt with x = r². Multiplied by −δ, it is the density change found directly. Mean-field theory for the same plasma gives 4/(k² + 4). The two fractions agree at k = 0 but begin to differ at order k², being 1 − k²/8 and 1 − k²/4. Perfect screening fixes the long-wavelength limit and leaves the rest to the correlations.

Return to three dimensions and to Debye-Hückel theory for an arbitrary neutral mixture of point ions. Around an ion of species i, the linearized density of species j is n_j(1 − q_jφ_i/kT). The leading terms carry no net charge, so the cloud obeys ∇²φ_i = κ²φ_i with

κ² = Σ_j n_j q_j²/(εkT).

As in the simple salt, φ_i = q_i exp(−κr)/(4πεr), and since h_ij = −q_jφ_i/kT,

h_ij(r) = −q_i q_j exp(−κr)/(4πεkT r).

In the charge-weighted sum each species now appears with q², and Σ n_i q_i² = εkTκ². Therefore

Σ_ij n_i n_j q_i q_j h_ij = −(εkTκ²)² exp(−κr)/(4πεkT r) = −εkT κ⁴ exp(−κr)/(4πr).

Its volume integral is −εkTκ⁴ · (1/κ²) = −Σ n_i q_i², the zeroth-moment condition. Its second moment is

−εkT κ⁴ ∫₀^∞ r³ exp(−κr) dr = −εkT κ⁴ · 6/κ⁴ = −6εkT.

Debye-Hückel correlations of point ions thus satisfy the condition identically, for any number of species and any valences. The full function shows why. The transform of exp(−κr)/(4πr) is 1/(k² + κ²), so

S(k) = εkTκ² [1 − κ²/(k² + κ²)] = εkT κ²k²/(k² + κ²).

Dividing by εkT k² gives the screened fraction κ²/(k² + κ²), the same as the direct mean-field response to an external wave. The linear theory treats an ion and a weak external point charge alike, so its correlations and its response are consistent at every k.

This consistency is lost when a hard core is added in the usual way. Let all ions have the same contact distance a, and put x = κa. No cloud charge lies within a, and Gauss's law at r = a fixes the outer potential as

φ_i = q_i exp[−κ(r − a)]/[4πε(1 + x)r].

Inside the core h_ij = −1 for every pair, which contributes nothing to the charge sum because of neutrality. Outside, ∫_a^∞ r exp[−κ(r − a)] dr = (1 + x)/κ², so the zeroth-moment condition survives. For the second moment, repeated integration by parts gives

∫_a^∞ r³ exp[−κ(r − a)] dr = (x³ + 3x² + 6x + 6)/κ⁴.

Dividing by 1 + x and by the point-ion value 6/κ⁴, the ratio to the required moment is

R = (6 + 6x + 3x² + x³)/[6(1 + x)] = 1 + x²(3 + x)/[6(1 + x)].

For small x the excess is x²/2; for large x, R grows as x²/6. In the response formula R is the screened fraction at k → 0, so a value above 1 would mean that the fluid overcompensates a slowly varying charge. This is a defect of the approximation: the core is respected around the central ion, while the ions in its cloud still respond as points.

As a numerical case, take rinse water after acid copper plating, with round drag-out concentrations of 0.05 mmol/L copper sulfate and 0.10 mmol/L sulfuric acid, fully dissociated. The ions are 0.05 mmol/L Cu²⁺, 0.15 mmol/L SO₄²⁻ and 0.20 mmol/L H⁺. At 298.15 K and a relative permittivity of roughly 78.4, the Bjerrum length l_B = e²/(4πεkT) is 0.715 nm. With valences z_i, Σ n_i z_i² = 6.02×10⁻⁴ nm⁻³, so

κ² = 4π × 0.715 nm × 6.02×10⁻⁴ nm⁻³ = 5.41×10⁻³ nm⁻²,

and the Debye length 1/κ is 13.6 nm. The required second moment is

−6εkT = −6e²/(4πl_B) = −0.668 e²/nm,

or −1.71×10⁻²⁹ C²/m. The shares of Cu²⁺, SO₄²⁻ and H⁺ in Σ n_i z_i² are 0.2, 0.6 and 0.2, and each pair contributes in proportion to the product of its shares, doubled for unlike species. Copper with sulfate thus gives 2 × 0.2 × 0.6 × (−0.668) = −0.160 e²/nm, and sulfate with sulfate −0.240 e²/nm. All contributions are negative: like charges avoid each other and opposite charges attract. A tenfold increase of all concentrations, at fixed temperature and permittivity, leaves the point-ion total at −0.668 e²/nm.

In point-ion Debye-Hückel theory, an external charge wave of wavelength 100 nm is 57.8% screened, and one of 1000 nm is 99.3% screened. The last digit of the first value depends on the model: the hypernetted-chain theory with a contact distance of 0.40 nm, which satisfies both moment conditions, gives 57.5% and 99.3%. Around a point charge, in Debye-Hückel theory, the fraction of the cloud within radius r is 1 − (1 + κr)exp(−κr), or 96.0% within five Debye lengths. If all the copper were instead bound in free rigid copper-sulfate dipoles of length 0.40 nm, with no other ions present, the long-wavelength screened fraction would be only 5.8×10⁻⁵.

For the real rinse, linearization fails at short distances. With a rough contact distance of 0.40 nm, copper and sulfate attract by 6.9 kT at contact, far too much for a first-order expansion. The point-ion g for two copper ions is 1 − 4l_B exp(−κr)/r, which is negative below 2.4 nm and so cannot be a distribution there. The moment conditions do not detect this. A rough nonlinear estimate replaces g_ij outside the core by exp(−q_jφ_i/kT), with the hard-core φ_i. Numerical integration then gives 1.012 times the required zeroth moment and 1.0001 times the required second moment. The first number makes S(0) negative, which is impossible for a mean square, so this replacement repairs the short distances at the cost of screening. The same estimate puts 0.032 sulfate ions within 1.43 nm of each copper ion, which suggests pairing of a few per cent. The number is sensitive to the rough contact distance: it is 0.046 for 0.35 nm and 0.021 for 0.50 nm. With a rough acid constant of 0.010 mol/L, and activity corrections ignored, about 2% of the sulfate would be bisulfate. Both effects change the number of free ions and hence the Debye length, but not the required moment while the solution still screens perfectly. Warming to 323.15 K does change it: if the permittivity falls by roughly 0.46% per kelvin, εT is multiplied by (323.15/298.15) exp(−0.0046 × 25) ≈ 0.97.

In the linear theory the core hardly affects the second moment of this rinse: x = 0.029, and the excess is 0.04%. At the same contact distance it reaches 1% at an ionic strength of about 13 mmol/L. At 1 mol/L, x = 1.3 and R = 1.5. Acid copper plating baths typically have an ionic strength of a few mol/L (roughly 2 to 3 when bisulfate formation is counted), where the formula gives a still larger R. Debye-Hückel theory is no longer quantitative there, and the number measures its inconsistency, not the screening of the bath. A better bulk theory meant as input for a double-layer calculation should return R = 1 at any concentration where the electrolyte screens perfectly. Passing that test is necessary but not sufficient, as the negative copper-copper distribution shows.
